Why ample kinetic energy need not allow impact ionisation

Take an electron with momentum p in a band whose energy, measured from the middle of the gap, is √(D² + p²). Here D is half the gap, and momentum is written in energy units, p = ħvk. Suppose the electron creates one electron-hole pair, and the three carriers then present share its momentum equally. Each has momentum p/3, so their total energy is

3√(D² + p²/9) = √(9D² + p²).

The electron had √(D² + p²). The final energy is larger for every p, so this event cannot happen, however energetic the electron. It remains to ask whether some other division of the momentum would do better.

**The belief and its appeal**

The belief is that an electron can ionise once its kinetic energy exceeds the gap, or at least some modest multiple of it. The first version comes from counting energy. Creating a pair at the band edges costs 2D, so an electron with kinetic energy 2D seems able to pay. But three carriers at the band edges have no momentum, while the incoming electron has some.

The second version respects momentum but uses parabolic bands. With the same edge mass as above, each carrier has energy

E = D + p²/(2D).

Let the final momenta be pᵢ, with vector sum p. Since Σ|pᵢ − p/3|² cannot be negative, expanding it gives Σpᵢ² ≥ p²/3, with equality for equal sharing. The least final energy is therefore 3D + p²/(6D), and the process becomes possible when

D + p²/(2D) = 3D + p²/(6D),

p²/(3D) = 2D,

p² = 6D².

The kinetic energy p²/(2D) is then 3D, or 1.5 gaps. This is a correct threshold for parabolic bands with equal electron and hole masses; a heavier hole lowers it towards one gap. The parabola, however, approximates √(D² + p²) only for p much smaller than D, and the threshold lies at p ≈ 2.4D. There the Dirac band has energy √7 D, whereas the parabola gives 4D. The predicted threshold comes from a region where the approximation has failed.

**The general argument**

Let the conduction and valence bands have energies +E(p) and −E(p), with

E(p) = √(D² + p²).

The valence band is full and the conduction band is empty apart from the hot electron. An electron with momentum p₁ scatters to p₃ and lifts a valence electron from p₂ to p₄. The valence electron starts with energy −E(p₂), so conservation of energy and momentum reads

E(p₁) − E(p₂) = E(p₃) + E(p₄),

p₁ + p₂ = p₃ + p₄.

The empty valence state is a hole with momentum h = −p₂. Because E depends only on the size of the momentum, E(h) = E(p₂). Moving the valence terms to the right gives

E(p₁) = E(p₃) + E(p₄) + E(h),

p₁ = p₃ + p₄ + h.

One carrier must become three, all with the same D and v. If the pair is made in another valley, momenta are measured from that valley's centre and the same equations hold, provided its bands have the same D and v.

Now regard E(pᵢ) as the length of a vector with components (D, pᵢ). The three final vectors add up to (3D, p₁). A sum of lengths is never less than the length of the sum, so

E(p₃) + E(p₄) + E(h) ≥ √(9D² + p₁²).

Equality requires the three vectors to be parallel. Their first components are all D, so they must be identical, and each carrier has momentum p₁/3. The opening example was thus the cheapest final state. The energy missing even in that case is

S(p) = √(9D² + p²) − √(D² + p²).

Multiplying and dividing by the sum of the two roots leaves (9D² + p²) − (D² + p²) = 8D² in the numerator:

S(p) = 8D² / [√(9D² + p²) + √(D² + p²)].

This is positive at every momentum, so the process is forbidden at every energy. No matrix element entered: there is no final state to reach. Exchanging electrons and holes gives the same result for a hot hole. Reading the conservation laws backwards forbids the direct Auger process in which two electrons and a hole leave one hot electron.

The limits show how the prohibition works. At p = 0 the missing energy is 2D, the full gap. For p much larger than D both roots approach E, and S approaches 4D²/E. Extra energy does help, but it brings momentum that the products must carry, and the deficit shrinks without reaching zero. A small departure from the ideal bands can therefore matter at high energy.

**A number**

Consider graphene with a substrate-induced gap of 0.20 eV, so D = 0.10 eV. The other parameters are rough typical values: nearest-neighbour hopping t = 2.8 eV and bond length a = 0.142 nm. They give ħv = 3ta/2 = 0.596 eV nm. In symmetric bands a photon of 1.20 eV (1033 nm) makes an electron and a hole, each 0.60 eV from midgap. The electron's kinetic energy is 0.50 eV, or 2.5 gaps. It passes both the simple energy test, 0.20 eV, and the parabolic one, 0.30 eV.

In the Dirac model its momentum follows from

p² = 0.60² − 0.10² = 0.35 eV², p = 0.592 eV.

The cheapest three carriers need

√(9 × 0.10² + 0.35) = √0.44 = 0.663 eV.

The electron is short by 63 meV. At 1.2 eV from midgap the model's deficit is 33 meV, and at 2.4 eV it is 17 meV, close to 4D²/E. These two values show the trend of the model, not the behaviour of graphene: at both energies its bands depart from the Dirac form by enough to matter. The warping term cp² derived below is about 85 meV at 1.2 eV and 340 meV at 2.4 eV, larger than the deficits themselves.

As a test of the bound, the final energy was also minimised numerically over the carrier momenta, in two and three dimensions, for initial momenta from 0.05 to 2 eV. The deficits agreed with S(p) to within 2.4 × 10⁻¹² eV.

**What a real lattice changes**

The argument above rests on the form √(D² + p²). Some other bands forbid the process too, but that has to be checked for each. A honeycomb lattice with site energies +D and −D has instead

E = √(D² + t²|f|²),

where f is the sum of the phase factors for the three neighbours. On the line from the valley centre K towards the zone centre Γ, at distance q from K, set x = √3aq/2. Then

|f| = 1 + 2cos(2π/3 − x) = 1 − cos x + √3 sin x ≈ √3x + x²/2.

With ħv = 3ta/2, the first term gives √3tx = ħvq = p. Hence x² = p²/(3t²), and the second term gives tx²/2 = p²/(6t). For D ≪ p ≪ t,

E ≈ p + D²/(2p) + cp², c = 1/(6t).

On the opposite side of K, towards M, x changes sign and the last term becomes −cp². This is trigonal warping. A hole with momentum h corresponds to an empty state at −h. If the hot electron lies on the Γ side and the hole's momentum points the same way, the empty state lies on the M side. The electrons then have the term +cp² and the hole has −cp².

Let the hole take a share s of the momentum and each electron (1 − s)/2. For a fixed hole share, equal electron shares minimise both the sum of their inverse momenta and the sum of their squares, so this is the best collinear division. In the difference between final and initial energy the terms linear in p cancel. The gap terms give

D²/(2p) × [4/(1 − s) + 1/s − 1] = D²/(2p) × (1 + s)²/[s(1 − s)],

because 4s + (1 − s) − s(1 − s) = 1 + 2s + s². The warping terms give

cp² × [(1 − s)²/2 − s² − 1] = −cp²(1 + s)²/2.

The missing energy is therefore

(1 + s)² × {D²/[2p s(1 − s)] − cp²/2}.

It vanishes when p³ = D²/[c s(1 − s)]. The smallest such p belongs to the largest s(1 − s), which occurs at s = 1/2:

p_th³ = 4D²/c = 24tD².

If the pair is made in the other valley, its electron has the negative warping term and its hole the positive one. The two carriers exchange roles, and the leading threshold is the same.

For D = 0.10 eV the formula gives p_th = 0.876 eV. A numerical search with the full lattice bands gives 0.886 eV, about 1% higher. For D = 0.01 eV the values are 0.1887 and 0.1891 eV, and the hole's share has moved from 0.55 to 0.51, towards the predicted one half.

In energy, the lattice threshold for the 0.20 eV gap, for an electron displaced from K towards Γ, is 0.93 eV from midgap, a kinetic energy of 0.83 eV or about 4.2 gaps. The 0.60 eV electron lies below it. Its deficit is 48 meV if it is displaced from K towards Γ and 82 meV if displaced towards M. The process was closed in all seven directions tried, spaced by 10° between these two. The same held at an energy 2% below the threshold.

A separate search covered final states throughout the Brillouin zone on a 90 × 90 momentum grid, for electrons on the Γ side. At 0.71 eV the cheapest final state was 76 meV too expensive. At 1.07 eV one was found 9 meV below the initial energy. The grid admits only some momenta, so 76 meV is only an upper estimate of the true deficit at that energy, which is about 32 meV when the momenta vary continuously. The prohibition at every energy thus belongs to the Dirac model; this lattice has a threshold, at a much higher energy than the parabolic estimate, and it depends on direction. It is lowest towards Γ and rises to 0.98 eV at 10° and 1.17 eV at 20° from that line. Towards M the warping term changes sign and adds to the missing energy, so the expansion gives no threshold there.

**What another participant changes**

A second carrier can supply what a single one lacks. If a hot carrier strikes another and a pair is created, four carriers remain. The same vector argument gives a least final energy of √(16D² + P²), where P is the total momentum. For a target at rest, P = p and the threshold condition is

E + D = √(16D² + p²).

Squaring, and using p² = E² − D²,

E² + 2ED + D² = E² + 15D²,

E = 7D.

This is 0.70 eV here, above our electron's energy. A moving target can lower the requirement. At 300 K, kT is 26 meV. A carrier with that kinetic energy has energy 0.126 eV and momentum 0.076 eV. In a head-on collision with our electron the available energy is 0.726 eV and the total momentum is 0.515 eV, so the final carriers need at least

√(0.16 + 0.515²) ≈ 0.65 eV.

This collision is allowed in the Dirac model. Its frequency depends on the carrier density; for an undoped sheet at 300 K the model gives about 1.2 × 10¹⁰ thermal electrons per cm².

A phonon can remove momentum at little cost in energy. Let an acoustic phonon have speed rv and momentum Q, in the same energy units, so that its energy is rQ. It helps most when emitted along p, leaving the carriers with u = p − Q. The least final energy for a given u is

r(p − u) + √(9D² + u²).

Setting the derivative with respect to u to zero gives u/√(9D² + u²) = r, or u = 3Dr/√(1 − r²). At this point the root equals 3D/√(1 − r²), and subtracting ru leaves 3D√(1 − r²). The minimum is

rp + 3D√(1 − r²),

provided p exceeds this u. With a rough phonon speed of 2 × 10⁴ m/s, r = 0.022 and the minimum is 0.313 eV, well below the available 0.60 eV. An optical phonon of roughly 0.20 eV, taken to have the same energy at all relevant momenta, can carry away all of p. The final energy is then at least 3D + 0.20 = 0.50 eV, which is also affordable. Phonon-assisted ionisation is therefore open to this electron as far as conservation laws go. Its rate requires the couplings and has not been calculated here.

**Reading the result for a device**

Graphene without a suitable substrate has no appreciable gap, and 0.20 eV is large for a substrate-induced one. The gap matters strongly: at fixed t the threshold momentum varies as D^(2/3) for small D, so a gap of 0.02 eV brings it down to 0.19 eV. Real bands also lack perfect electron-hole symmetry. Adding second-neighbour hopping of 0.10 eV, a rough size taken with either sign, changes the 0.60 eV electron's deficit towards Γ from 48 meV to between 45 and 51 meV. The threshold in that direction moves from 0.93 eV to between 0.87 and 0.98 eV. Values up to about 0.3 eV are also quoted for graphene; these widen the ranges to 38 to 58 meV and 0.79 to 1.06 eV. A carrier lifetime of 50 fs, also a rough value, blurs energies by ħ/τ = 13 meV. That is about a quarter of the deficit, so the edge of the forbidden range would not be sharp. Excitonic binding and changes of the bands by interactions are left out, and either could shift these figures.

For nearly Dirac-like bands, with a valence band that mirrors the conduction band, then, a kinetic energy above the gap, or above 1.5 gaps, does not establish that a lone carrier can ionise directly. Nor does a closed direct channel establish that pair creation is absent, since phonons and other carriers can open it. The result does not carry over to narrow-gap crystals such as InSb, where a heavy-hole band takes up momentum cheaply: with the conduction band √(D² + p²) and a hole 30 times the edge mass, the direct threshold is about 1.1 gaps.

Numbers as computed

```
INPUTS
gap 0.20 eV, half gap D 0.10 eV
hopping t 2.8 eV, bond length 0.142 nm
hbar v 0.5964 eV nm, speed v 9.061e+05 m/s
photon 1.20 eV, wavelength 1033 nm
DIRAC MODEL, HOT ELECTRON
energy from midgap 0.600 eV, kinetic 0.500 eV
kinetic energy / gap 2.50
momentum p 0.5916 eV, wave vector 0.9920 1/nm
each final carrier at the minimum 0.2211 eV
least final energy 0.6633 eV
missing energy 63.32 meV
missing energy at E = 0.3 eV: 112.31 meV
missing energy at E = 1.2 eV: 32.88 meV
missing energy at E = 2.4 eV: 16.61 meV
largest error of formula against search 2.4e-12 eV
COMPARISONS
parabolic threshold, kinetic 0.3000 eV
parabolic threshold, momentum p 0.2449 eV
threshold with a second carrier at rest 0.7000 eV
LATTICE
warping coefficient c 0.05952 1/eV
warping shift c p^2 of the hot electron 20.83 meV
missing energy at 0.6 eV, towards Gamma 48.19 meV
missing energy at 0.6 eV, towards M 81.76 meV
direct threshold, energy from midgap 0.9328 eV
direct threshold, kinetic 0.8328 eV
zone search at 0.7093 eV: final - initial 76.02 meV
zone search at 1.0742 eV: final - initial -9.30 meV
D 0.100 eV: p_th law 0.87590, lattice 0.88576 eV, hole share 0.549
D 0.010 eV: p_th law 0.18871, lattice 0.18912 eV, hole share 0.510
D 0.001 eV: p_th law 0.04066, lattice 0.04067 eV, hole share 0.502
NEGLECTED EFFECTS
second-neighbour hopping -0.10 eV: missing 44.59 meV, threshold 0.8709 eV
second-neighbour hopping +0.10 eV: missing 51.36 meV, threshold 0.9755 eV
lifetime 50 fs, broadening 13.16 meV
phonon speed 2.0e+04 m/s, ratio to v 0.0221
least final energy with acoustic phonon 0.3130 eV
optical phonon 0.20 eV, least final energy 0.50 eV
temperature 300 K, kT 25.85 meV
thermal electron density 1.21e+10 1/cm2
```
